# Firsov Inversion of Classical Deflection Data into a Repulsive Potential: verification in Python

```python
"""Firsov inversion of classical elastic scattering at one energy E.

Result under test, for a decreasing repulsive potential V(r):
    r(w) = w * exp(G(w)),   V(r(w)) = E * (1 - w**2 / r(w)**2),
    G(w) = (1/pi) * integral_w^inf theta(b) / sqrt(b**2 - w**2) db.
b: impact parameter; theta(b): deflection angle in the centre-of-mass frame;
E: relative kinetic energy at infinity; w: parameter with dimension of length;
r_min: head-on distance of closest approach, V(r_min) = E.
Hartree atomic units. Example: Se + Se with the ZBL universal potential.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

EPS = 4 * np.finfo(float).eps
Z = 34
SCREEN_LENGTH = 0.8854 / (2 * Z**0.23)
COEFF = np.array([0.18175, 0.50986, 0.28022, 0.02817])
DECAY = np.array([3.19980, 0.94229, 0.40290, 0.20162])
B_FAR = 30.0  # bohr; the screened deflection is negligible beyond this


def zbl(r):
    return Z**2 / r * (np.exp(-np.multiply.outer(r, DECAY / SCREEN_LENGTH)) @ COEFF)


def zbl_slope(r):
    x = r / SCREEN_LENGTH
    return -Z**2 / r**2 * np.sum(COEFF * np.exp(-DECAY * x) * (1 + DECAY * x))


def gauss(lower, upper, count):
    x, weight = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (x + 1), half * weight


ALPHA, ALPHA_WEIGHT = gauss(0.0, np.pi / 2, 160)


def turning_point(potential, energy, b, r_min):
    return brentq(lambda r: energy * (r - b) * (r + b) - r**2 * potential(r),
                  b, b + 2 * r_min, xtol=1e-15, rtol=EPS)


def deflection(potential, energy, b, r_min):
    """Orbit integral with r = r0 / cos(alpha)."""
    r0 = turning_point(potential, energy, b, r_min)
    radial = ((potential(r0) - potential(r0 / np.cos(ALPHA))) / energy
              + (b / r0 * np.sin(ALPHA))**2)
    return np.pi - 2 * b / r0 * np.sum(ALPHA_WEIGHT * np.sin(ALPHA) / np.sqrt(radial))


def firsov_exponent(theta, w, b_max, count=200):
    """G(w) from deflection data up to b_max, using b = w cosh(t)."""
    t, weight = gauss(0.0, np.arccosh(b_max / w), count)
    return sum(q * theta(w * np.cosh(s)) for s, q in zip(t, weight)) / np.pi


def recover(theta, energy, w, b_max):
    exponent = firsov_exponent(theta, w, b_max)
    return exponent, w * np.exp(exponent), -energy * np.expm1(-2 * exponent)


def trajectory_angle(energy, b):
    """Newton's equations for unit reduced mass; the angle is mass independent."""
    speed = np.sqrt(2 * energy)

    def motion(_, y):
        r = np.hypot(y[0], y[1])
        force = -zbl_slope(r) / r
        return [y[2], y[3], force * y[0], force * y[1]]

    path = solve_ivp(motion, (0, 60 / speed), [-30.0, b, speed, 0.0],
                     method="DOP853", rtol=1e-11, atol=1e-12, max_step=0.2 / speed)
    assert path.success
    return np.arctan2(path.y[3, -1], path.y[2, -1])


def abel_angle(energy, b, r_min):
    """Deflection as a manifestly positive integral over -V'(r)."""
    r0 = turning_point(zbl, energy, b, r_min)

    def integrand(s):
        r = r0 + s * s
        root = np.sqrt(r * r * (1 - zbl(r) / energy) - b * b)
        return -2 * s * b * zbl_slope(r) / ((energy - zbl(r)) * root)

    return quad(integrand, 0, 5, epsabs=1e-10, epsrel=1e-9, limit=200)[0]


# Kernel integral that makes the inversion work
for w, u in ((0.1, 0.3), (0.5, 4.0), (1.0, 1.2)):
    kernel = quad(lambda b: b / np.sqrt((b + w) * (u + b)), w, u,
                  weight="alg", wvar=(-0.5, -0.5))[0]
    assert abs(kernel - np.pi / 2) < 1e-9

# Closed-form deflections: Coulomb V = 3/r and V = 3/r**2, both at E = 2
for b in (0.2, 1.0, 5.0):
    assert abs(deflection(lambda r: 3 / r, 2.0, b, 1.5)
               - 2 * np.arctan(0.75 / b)) < 1e-9
    assert abs(deflection(lambda r: 3 / r**2, 2.0, b, np.sqrt(1.5))
               - np.pi * (1 - b / np.sqrt(b * b + 1.5))) < 1e-9
for w in (0.1, 1.0, 4.0):
    _, r, v = recover(lambda b: 2 * np.arctan(0.75 / b), 2.0, w, 1e12)
    assert abs(v * r / 3 - 1) < 1e-8
    _, r, v = recover(lambda b: np.pi * (1 - b / np.hypot(b, np.sqrt(1.5))),
                      2.0, w, 1e12)
    assert abs(v * r * r / 3 - 1) < 1e-8

ev = physical_constants["Hartree energy in eV"][0]
E = 1000.0
print(f"Atomic number of both Se atoms: {Z}")
print(f"ZBL screening length: {SCREEN_LENGTH:.5f} bohr")
print("ZBL coefficients (no unit):", *COEFF)
print("ZBL decay constants (no unit):", *DECAY)
print(f"Centre-of-mass energy E: {E:.0f} hartree = {E * ev / 1000:.3f} keV")
print(f"Laboratory energy, equal masses: {2 * E:.0f} hartree = {2 * E * ev / 1000:.3f} keV")

# Deflection from three independent routes
r_min = brentq(lambda r: zbl(r) - E, 1e-4, 20, xtol=1e-15, rtol=EPS)
print("Deflection: b (bohr), orbit integral (rad), Newton trajectory (rad)")
for b in (0.1, 0.5, 2.0):
    by_orbit = deflection(zbl, E, b, r_min)
    by_newton = trajectory_angle(E, b)
    assert abs(by_orbit - by_newton) < 1e-7
    assert abs(by_orbit - abel_angle(E, b, r_min)) < 1e-7
    print(f"  {b:.1f}  {by_orbit:.7f}  {by_newton:.7f}")

# Recovery of the potential and of the innermost distance at two energies
for energy in (E, 100.0):
    closest = brentq(lambda r: zbl(r) - energy, 1e-4, 20, xtol=1e-15, rtol=EPS)

    def theta(b):
        return deflection(zbl, energy, b, closest)

    c = 0.5
    x_out, q_out = gauss(0.0, np.log(B_FAR / c), 200)
    x_in, q_in = gauss(-30.0, 0.0, 200)
    outer = sum(q * theta(c * np.exp(x)) for x, q in zip(x_out, q_out))
    inner = sum(q * (np.pi - theta(c * np.exp(x))) for x, q in zip(x_in, q_in))
    from_data = 2 * c * np.exp((outer - inner) / np.pi)
    assert abs(from_data / closest - 1) < 1e-7
    print(f"E = {energy:.0f} hartree: r_min from V = E: {closest:.6f} bohr,"
          f" from theta(b): {from_data:.6f} bohr")
    print("  w (bohr), G (no unit), r (bohr), V recovered, V input (hartree)")
    for w in (0.02, 0.1, 0.2, 0.5, 1.0, 2.0):
        exponent, r, v = recover(theta, energy, w, B_FAR)
        assert r > closest
        assert abs(v / zbl(r) - 1) < 1e-6
        print(f"  {w:.2f}  {exponent:.6f}  {r:.6f}  {v:.5f}  {zbl(r):.5f}")


def theta_main(b):
    return deflection(zbl, E, b, r_min)


# One point by a trapezoidal sum that can be repeated by hand
w, step = 0.2, 0.5
print(f"Trapezoidal sum at w = {w} bohr, step {step} in t: t, b (bohr), theta (rad)")
total = 0.0
for k in range(9):
    b = w * np.cosh(k * step)
    angle = theta_main(b)
    total += angle * (0.5 if k == 0 else 1.0)
    print(f"  {k * step:.1f}  {b:.5f}  {angle:.6f}")
hand = step * total / np.pi
hand_r = w * np.exp(hand)
hand_v = E * (1 - (w / hand_r)**2)
fine = firsov_exponent(theta_main, w, B_FAR)
assert abs(hand / fine - 1) < 1e-3
print(f"Sum with first term halved: {total:.6f} rad")
print(f"G by hand sum: {hand:.6f}, by fine quadrature: {fine:.6f}")
print(f"Hand sum gives r = {hand_r:.5f} bohr, V = {hand_v:.3f} hartree"
      f" = {hand_v * ev / 1000:.4f} keV")
print(f"Input potential at that r: {zbl(hand_r):.3f} hartree")

# Missing large-b data always lower the apparent potential
cut = 1.0
print(f"Data cut at b = {cut:.1f} bohr: w, r apparent (bohr), V apparent, V input (hartree)")
for w in (0.1, 0.2, 0.5, 0.8):
    _, r, v = recover(theta_main, E, w, cut)
    assert v < zbl(r)
    print(f"  {w:.1f}  {r:.5f}  {v:.3f}  {zbl(r):.3f}  deficit {100 * (1 - v / zbl(r)):.2f} %")

print("all tests passed")
```

Running it gives:

```
Atomic number of both Se atoms: 34
ZBL screening length: 0.19673 bohr
ZBL coefficients (no unit): 0.18175 0.50986 0.28022 0.02817
ZBL decay constants (no unit): 3.1998 0.94229 0.4029 0.20162
Centre-of-mass energy E: 1000 hartree = 27.211 keV
Laboratory energy, equal masses: 2000 hartree = 54.423 keV
Deflection: b (bohr), orbit integral (rad), Newton trajectory (rad)
  0.1  2.2203263  2.2203263
  0.5  0.5011409  0.5011409
  2.0  0.0117510  0.0117510
E = 1000 hartree: r_min from V = E: 0.320048 bohr, from theta(b): 0.320048 bohr
  w (bohr), G (no unit), r (bohr), V recovered, V input (hartree)
  0.02  2.774690  0.320673  996.11013  996.11013
  0.10  1.209588  0.335210  911.00508  911.00508
  0.20  0.631668  0.376149  717.29056  717.29056
  0.50  0.151982  0.582070  262.11315  262.11315
  1.00  0.027549  1.027932  53.60764  53.60764
  2.00  0.002388  2.004781  4.76374  4.76374
E = 100 hartree: r_min from V = E: 0.834037 bohr, from theta(b): 0.834037 bohr
  w (bohr), G (no unit), r (bohr), V recovered, V input (hartree)
  0.02  3.730746  0.834204  99.94252  99.94252
  0.10  2.126108  0.838218  98.57673  98.57673
  0.20  1.447739  0.850697  94.47274  94.47274
  0.50  0.626547  0.935569  71.43801  71.43801
  1.00  0.190755  1.210163  31.71709  31.71709
  2.00  0.022371  2.045247  4.37562  4.37562
Trapezoidal sum at w = 0.2 bohr, step 0.5 in t: t, b (bohr), theta (rad)
  0.0  0.20000  1.508654
  0.5  0.22553  1.366084
  1.0  0.30862  0.994281
  1.5  0.47048  0.554536
  2.0  0.75244  0.224050
  2.5  1.22646  0.062877
  3.0  2.01353  0.011443
  3.5  3.31456  0.001215
  4.0  5.46165  0.000073
Sum with first term halved: 3.968884 rad
G by hand sum: 0.631668, by fine quadrature: 0.631668
Hand sum gives r = 0.37615 bohr, V = 717.290 hartree = 19.5185 keV
Input potential at that r: 717.291 hartree
Data cut at b = 1.0 bohr: w, r apparent (bohr), V apparent, V input (hartree)
  0.1  0.33142  908.960  932.222  deficit 2.50 %
  0.2  0.37186  710.730  734.906  deficit 3.29 %
  0.5  0.57492  243.640  270.330  deficit 9.87 %
  0.8  0.82944  69.738  101.592  deficit 31.35 %
all tests passed
```
